How far a wafer overshoots after the annealing lamps switch off

A silicon wafer is at 1300 K and heating at 250 K/s when its lamps are switched off. In the model worked out below, it goes on warming for another 0.194 s and reaches 1319 K before it begins to cool. The lamp flux dies away with a decay time of 0.15 s, and 250 K/s multiplied by 0.15 s is 37.5 K, yet the overshoot is 19.2 K, about half of that. Both the continued heating and the missing half follow from an energy balance.

Lamps do not go dark at once, because a hot filament must first lose its stored heat. Let t be the time after switch-off, T the temperature of the wafer averaged through its thickness, and T0 its value at t = 0. Let q(t) be the lamp power absorbed per unit wafer area and p the power lost per unit area, summed over both faces. The heat capacity per unit area is H = ρcd, with ρ the density, c the specific heat and d the thickness. Neglecting heat flow along the wafer, conservation of energy reads

H dT/dt = q(t) − p.

Three assumptions make this equation elementary: H is constant, p is constant over the small temperature range of the overshoot, and the absorbed flux decays as a single exponential with time constant τ,

q(t) = q(0) exp(−t/τ).

The last assumption includes a constant absorptivity and no further action by the temperature controller.

Two rates now need exact definitions. The loss rate C = p/H is the rate at which the wafer would cool if no lamp light reached it; it is counted positive. The heating rate R is the slope of the wafer's temperature record at switch-off, and so it is a net rate, with losses already subtracted. Setting t = 0 in the energy balance gives

R = q(0)/H − C, hence q(0)/H = R + C.

The lamps by themselves contribute R + C, because they must make good the losses as well as raise the temperature. Dividing the balance by H and writing u = T − T0 for the rise after switch-off, we have

du/dt = (R + C) exp(−t/τ) − C, u(0) = 0.

The right side depends on time alone, so it can be integrated directly. The integral of exp(−s/τ) from s = 0 to t is τ[1 − exp(−t/τ)], and therefore

u(t) = τ(R + C)[1 − exp(−t/τ)] − Ct.

The slope starts at R > 0, decreases at all times because the exponential does, and tends to −C. For C > 0 it thus passes through zero once, from positive to negative, and that point is the highest of the whole curve. At the time t* of the peak, absorbed power equals lost power:

(R + C) exp(−t*/τ) = C.

Dividing by R + C and taking logarithms gives

t* = τ ln[(R + C)/C] = τL, with L = ln(1 + R/C).

The overshoot D is u(t*). The peak condition says that exp(−t*/τ) = C/(R + C), so the bracket in u(t*) is

1 − C/(R + C) = R/(R + C).

The factor R + C cancels, and

D = τ(R + C) · R/(R + C) − CτL = τR − CτL,

that is,

D = τ[R − C ln(1 + R/C)].

The two terms have a direct meaning. Up to the peak, the decaying lamps supply enough energy to raise the wafer by τR; during the same time, the losses take away Ct* = CτL. The missing half in the opening numbers is this second term.

To obtain those numbers, take a wafer 775 μm thick with density 2330 kg/m³ and specific heat 950 J/(kg K). Then

H = 2330 × 950 × 775×10⁻⁶ = 1715.5 J/(m² K).

Let the lit face radiate with an effective emissivity of 0.7 and the far face, which looks at a reflector, with 0.3. The two add to 1.0, so the wafer loses σT0⁴ = 16.20 W/cm² at 1300 K, where σ is the Stefan–Boltzmann constant. In SI units this is 1.620×10⁵ W/m², and

C = 1.620×10⁵ / 1715.5 = 94.4 K/s.

With R = 250 K/s, the lamps contribute R + C = 344.4 K/s at switch-off. The ratio R/C is 2.648, so L = ln 3.648 = 1.294, and

t* = 0.15 × 1.294 = 0.194 s,

τR = 0.15 × 250 = 37.50 K,

Ct* = 94.41 × 0.1941 = 18.33 K,

D = 37.50 − 18.33 = 19.17 K.

The peak lies at 1319.2 K, or 1046.0 °C. Numerical integration of the energy balance with these inputs, stopped where the slope vanishes, also gives 19.173 K. The rise is 9.92 K after 0.05 s and 15.70 K after 0.10 s: half of the overshoot comes in the first quarter of the time to the peak. The top is flat, with 19.16 K at 0.20 s, and the wafer is still 10.31 K above T0 at 0.40 s.

The meaning of R matters here. Suppose that 250 K/s were the gross lamp contribution, G = R + C, instead of the measured slope. Substituting R = G − C into the result, and using 1 + R/C = G/C, gives

D = τ[G − C − C ln(G/C)], for G > C.

With G = 250 K/s this is 9.55 K, half the former value. For G ≤ C, the wafer is not heating at switch-off and there is no overshoot at all.

The general behaviour is easiest to see through x = R/C. Since 0 < ln(1 + x) < x for positive x, the overshoot lies between zero and τR. When the ramp is slow compared with the loss rate, x is small, and the expansion ln(1 + x) = x − x²/2 + x³/3 − … gives

D = τC[x − ln(1 + x)] ≈ τR²/(2C) − τR³/(3C²).

The term linear in R has cancelled. The reason is that a small fall in lamp flux is then enough to stop the heating: the peak comes after t* ≈ τR/C, during which the slope falls almost linearly from R to zero, and the area of that triangle is τR²/(2C). When the ramp is fast, x is large, and

D/(τR) = 1 − ln(1 + x)/x

tends to one, though slowly because of the logarithm. The example belongs to neither limit. Its ratio D/(τR) is 19.17/37.50 = 0.51, while the leading slow-ramp term would give 0.15 × 250²/(2 × 94.41) ≈ 50 K, which even exceeds the upper limit τR.

The same formula covers lamps that are turned down instead of off. Let the absorbed flux relax exponentially to a remaining value q₁, so that

q(t) = q₁ + [q(0) − q₁] exp(−t/τ).

The constant part q₁ can be moved to the loss side of the balance. Define C₁ = C − q₁/H. The amplitude of the exponential, divided by H, is then R + C − q₁/H = R + C₁, and the equation for u has its former shape with C₁ in place of C. For C₁ > 0 the overshoot is therefore τ[R − C₁ ln(1 + R/C₁)]. If the remaining power just balances the loss at T0, as one might choose for a hold at that temperature, then C₁ = 0 and the equation becomes du/dt = R exp(−t/τ). The rise approaches τR = 37.5 K, with no maximum at finite time in this constant-loss model. With constant loss, a stop that aims at a hold thus overshoots in the example by about twice as much as one that aims at a spike. The ratio of the two is then τR/D, which depends on R/C alone and is larger for slower ramps. Constant loss is a poorer approximation for the hold, however, because the wafer stays above T0 for longer. If the loss grows as the fourth power of temperature, the rise in the example reaches a maximum of about 32 K after 0.49 s, roughly 1.8 times the spike value with the same loss, and the wafer then cools slowly back toward T0.

For control of the peak temperature, what counts is how D responds to its inputs. Differentiating with respect to R at fixed C and τ, and noting that d ln(1 + R/C)/dR = 1/(R + C), we find

∂D/∂R = τ[1 − C/(R + C)] = τR/(R + C).

For the derivative with respect to C, write L = ln(R + C) − ln C. Then ∂L/∂C = 1/(R + C) − 1/C = −R/[C(R + C)], and the product rule gives

∂D/∂C = −τ[L + C ∂L/∂C] = −τ[L − R/(R + C)].

The bracket is positive, because ln(1 + x) > x/(1 + x) for x > 0, so greater loss lowers the peak. In the example, the two derivatives are 0.109 K and −0.085 K for each K/s. The overshoot is proportional to τ and changes by 0.128 K per millisecond. An error of 10 K/s in the ramp thus moves the peak by about 1.1 K, and an error of 15 ms in the decay time, one tenth of τ, by 1.9 K.

The constant loss is an approximation, since thermal radiation grows as the fourth power of temperature. If the loss is all radiative and the emissivities stay fixed, the rise v obeys

dv/dt = (R + C) exp(−t/τ) − C(1 + v/T0)⁴, v(0) = 0.

As long as v is positive, the loss here exceeds C, so v climbs more slowly than u and stays below it. When v first returns to zero, the lamp term can no longer exceed C, and since it keeps falling, v cannot become positive again. The peak of v is therefore lower than D, and the constant-loss formula is an upper bound on the overshoot with this radiative loss, all else being equal.

The size of the reduction follows from a first-order calculation. Put v = u + w, with w small. Expanding (1 + v/T0)⁴ ≈ 1 + 4u/T0 and subtracting the equation for u gives

dw/dt ≈ −4Cu/T0, w(0) = 0.

The peak also moves to a slightly different time, but u is stationary at t*, so this shift changes the height only at second order. To first order, the peak is lowered by

ΔD = (4C/T0) ∫₀^{t*} u dt.

Integrating the explicit u(t) term by term,

∫₀^{t*} u dt = τ(R + C){t* − τ[1 − exp(−t*/τ)]} − Ct*²/2.

The square bracket equals R/(R + C), as before, and t* = τL, so

∫₀^{t*} u dt = τ²[(R + C)L − R − CL²/2].

With the numbers of the example,

ΔD = (4 × 94.41/1300) × 0.15² × (445.7 − 250 − 79.1) ≈ 0.76 K.

Numerical solution of the equation with the fourth-power loss gives a reduction of 0.74 K, to 18.44 K, with the peak at 0.186 s instead of 0.194 s. Taking the loss as constant is thus in error by about 4% of the overshoot. The small size reflects the narrow temperature range: a rise of 19 K at 1300 K increases the radiated power by only about 6%.

The exponential lamp decay is a weaker assumption. Consider a filament with constant heat capacity and constant emissivity that cools by radiation alone, and let θ be its absolute temperature divided by the value at switch-off. Radiation from the surroundings is neglected; for a filament that starts at 2800 K amid surroundings at 1300 K, including it would change the overshoots found below by less than 1 K, provided the cooling constant is matched again to the same decay time. For an unchanged filament, the slower cooling would raise them by up to about 2 K. Then

dθ/dt = −κθ⁴, θ(0) = 1,

with a constant κ. If the absorbed flux is proportional to the filament's total radiation, it varies as θ⁴, and its initial logarithmic slope is 4(dθ/dt)/θ = −4κ. Matching this to the slope −1/τ of the exponential gives κ = 1/(4τ). Since d(θ⁻³)/dt = −3θ⁻⁴ dθ/dt = 3κ, integration yields

θ⁻³ = 1 + 3t/(4τ),

q(t)/q(0) = θ⁴ = [1 + 3t/(4τ)]^(−4/3).

This tail is longer than the exponential one, because the relative rate at which the flux falls, 4κθ³, decreases as the filament cools, whereas for an exponential it stays constant. The wafer peaks when (R + C)θ⁴ = C, that is, when [1 + 3t/(4τ)]^(4/3) = 1 + R/C. The time of the peak is

t_f = (4τ/3)[(1 + R/C)^(3/4) − 1].

The integral of [1 + 3s/(4τ)]^(−4/3) from 0 to t is 4τ{1 − [1 + 3t/(4τ)]^(−1/3)}, as differentiation confirms. At t_f, the power −1/3 of the bracket is (1 + R/C)^(−1/4). With constant wafer loss, the overshoot is then

D_f = 4τ(R + C)[1 − (1 + R/C)^(−1/4)] − Ct_f.

For the example this gives a peak after 0.328 s and an overshoot of 26.2 K, which is 36% more than the exponential result.

Much of this discrepancy comes from how τ was chosen. Suppose that 0.15 s is instead the time in which the flux falls to 1/e of its initial value. For the filament this time is found from [1 + 3t/(4τ)]^(4/3) = e, so it is (4/3)(e^(3/4) − 1) = 1.489 times the initial-slope time. Both terms of D_f are proportional to the initial-slope time, and the overshoot becomes 26.16/1.489 = 17.6 K, or 8% less than the exponential result. The filament flux now lies below the exponential before 0.15 s and above it afterwards; by the peak at 0.220 s, the later excess has not made up for the early deficit. For these values of R and C, a decay time read at the 1/e point therefore serves the exponential formula better than one read from the initial slope. How well it does for another ratio R/C has to be calculated from D_f, and for slow ramps the order reverses: at R/C = 0.3 the filament overshoot lies 28% below the exponential result when the 1/e times are matched, but only 7% above it when the initial slopes are matched.

The thickness of the wafer enters when the lamps heat one face. Let z be the depth below the lit face, k the thermal conductivity, and g and b the net heat fluxes entering through the lit and far faces. Take the light to be absorbed at the surface. During a steady ramp, all depths warm at the same rate (g + b)/(ρcd), so the heat equation reduces to k d²T/dz² = (g + b)/d. With −k dT/dz = g at z = 0, it integrates to

T(z) = T(0) − gz/k + (g + b)z²/(2kd).

Averaging over the thickness replaces z by d/2 and z² by d²/3. The departures of the two faces from the mean are therefore

T(0) − T_mean = gd/(2k) − (g + b)d/(6k) = d(2g − b)/(6k),

T(d) − T_mean = −gd/(2k) + (g + b)d/(3k) = d(2b − g)/(6k).

Between switch-off and t*, the absorbed flux falls from H(R + C) to HC, so g falls by HR = ρcdR, while b stays fixed. If conduction is fast enough for the profile to follow, the lit face loses 2d · ρcdR/(6k) relative to the mean, and the far face gains half as much. With the thermal diffusivity a = k/(ρc), the rises of the faces at t*, each counted from that face's own temperature at switch-off, are

lit face: D − Rd²/(3a),

far face: D + Rd²/(6a).

For k = 25 W/(m K), the diffusivity is 0.113 cm²/s, and the slowest temperature difference across the wafer decays in d²/(π²a) = 5.4 ms, much less than τ. The formulas give shifts of −4.43 K and +2.22 K. A numerical solution of the heat-conduction equation for this wafer, with the lamps held at constant flux for 0.1 s before switch-off, gives −4.39 K and +2.18 K. At switch-off the lit face is 8.15 K hotter than the far one, and the decline of this difference is what separates their later courses. Because its excess over the mean is still falling at t*, the lit face peaks before the mean does, with a rise of 14.9 K; the far face peaks later, with 21.4 K. With the losses held constant, the mean still rises by D, because conduction only redistributes heat within the wafer. If the light were absorbed with a decay length of 100 μm instead of at the surface, the two rises would be 16.3 K and 21.2 K. A thermometer that views one face thus records an overshoot several kelvin different from that of the other.

Two smaller effects can be settled briefly. If the heat capacity grows as H(1 + βu), then H(1 + βu) du/dt = q − p integrates to u + βu²/2 equal to the former rise. The peak still comes when q = p, and its height is lowered by about βD²/2. A rough β of 2×10⁻⁴ per kelvin gives 0.04 K. Radiation from chamber walls at 300 K, compared with that of a body at 1300 K, amounts to (300/1300)⁴ = 0.28% of the loss and is negligible here.

The parameters are rough values typical of a spike anneal, in which a silicon wafer is ramped quickly to a peak near 1000 to 1100 °C and cooled at once, so as to activate implanted dopants with little diffusion. A thickness of 775 μm is that of a standard 300 mm wafer. The ramp of 250 K/s is on the fast side, and the lamp decay time, the emissivities and the conductivity are representative choices that differ between tools and wafers. Among the departures calculated here, the shape of the lamp decay moves the mean overshoot most: from 19 K to between 18 and 26 K, depending on how τ is defined. One-sided heating, with the light absorbed at the surface, separates the rises of the two faces by about 6.5 K, and radiative loss growth takes off 0.7 K with the exponential decay (1.7 K with the longer filament tail matched in initial slope). Each figure was found with the other effects left out, so they should not be simply added. Cooling by the process gas would raise C and lower the peak. For a small change, the drop is 0.085 K for each additional K/s if the lamps are driven harder to keep the same net ramp R. At unchanged lamp power R falls as well, and the drop is 0.194 K for each additional K/s. Changes of absorptivity, uneven heating across the wafer and feedback from the controller are not included.

Within these limits, the formula tells when to switch off: the lamps should go out when the mean temperature is D below the intended peak, with R, C and τ taken at that moment. For the example, a peak of 1046 °C calls for switch-off about 19 K earlier on the ramp, and the uncertainty of several kelvin from the lamp tail is a reason to measure the flux decay itself. The numerical output below lists the main values for this case.

Calculated quantities

```
largest relative error, five parameter sets: 1.0e-11
wafer thickness: 775 um
density: 2330 kg/m3
specific heat: 950 J/(kg K)
thermal conductivity: 25 W/(m K)
emissivities, lit and far face: 0.7, 0.3
switch-off temperature T0: 1300 K
net heating rate R: 250 K/s
lamp decay time tau: 0.15 s
heat capacity per area: 1715.5 J/(m2 K)
radiated flux, both faces: 16.20 W/cm2
loss rate C: 94.41 K/s
lamp contribution R+C: 344.41 K/s
ratio R/C: 2.648
ln(1+R/C): 1.2942
time of peak: 0.1941 s
lamp tail supplies tau*R: 37.50 K
losses remove C*t_peak: 18.33 K
overshoot, formula: 19.173 K
overshoot, numerical integration: 19.173 K
peak temperature: 1319.2 K = 1046.0 deg C
rise at 0.05 s: 9.92 K
rise at 0.10 s: 15.70 K
rise at 0.20 s: 19.16 K
rise at 0.30 s: 16.35 K
rise at 0.40 s: 10.31 K
dD/dR: 0.1089 K per K/s
dD/dC: -0.0852 K per K/s
dD/dtau: 0.1278 K per ms
overshoot if 250 K/s were the gross rate: 9.55 K
overshoot with T^4 loss: 18.437 K
drop from T^4 loss, numerical: 0.736 K
drop from T^4 loss, first order: 0.763 K
time of peak with T^4 loss: 0.1857 s
filament, initial slope matched, overshoot: 26.16 K
filament, initial slope matched, peak time: 0.3279 s
filament 1/e time over initial-slope time: 1.4893
filament, 1/e time matched, overshoot: 17.57 K
filament, 1/e time matched, peak time: 0.2202 s
thermal diffusivity: 0.1129 cm2/s
slowest diffusion time: 5.39 ms
lit-face shift at t_peak, formula: -4.43 K
lit-face shift at t_peak, slab: -4.39 K
far-face shift at t_peak, formula: 2.22 K
far-face shift at t_peak, slab: 2.18 K
largest rise of lit face, slab: 14.90 K
largest rise of far face, slab: 21.38 K
front-to-back difference at switch-off: 8.15 K
assumed heat-capacity growth: 2.0e-04 1/K
drop from heat-capacity growth: 0.037 K
wall radiation at 300 K over loss: 0.28 %
```
